# Spin mixing and the resistivity of the two-current model

**Q.** In a ferromagnet, spin-up and spin-down electrons scatter at different rates, so I treat them as two wires in parallel. Why would that picture need another parameter?

**A.** Because the wires can push on each other. Let $j_\uparrow$ and $j_\downarrow$ be the current densities of the two spins, both along the field $E$. With no mutual influence, $E=r_\uparrow j_\uparrow$ and $E=r_\downarrow j_\downarrow$, where $r_\uparrow$ and $r_\downarrow$ are the channel resistivities. The channel that scatters less drifts faster. If collisions hand momentum from the faster population to the slower one, each current depends on the other, and neither Ohm's law holds alone.

**Q.** You mean spin flips. An electron that flips changes channel, so surely any spin flip mixes the currents?

**A.** No, and the difference can be derived. Take a uniform metal magnetized along one axis, with equal spherical Fermi surfaces for both spins. Let $N$ be the electron density per spin, $m_e$ the electron mass, $v_F$ the Fermi speed and $\hat n$ the direction of motion. Scattering is elastic, and the response is linear in $E$.

If spin $s$ drifts with velocity $u_s$ along $x$, its Fermi sphere is shifted. At the Fermi surface the shift is described by the energy

$$g_s(\hat n)=m_ev_Fu_s n_x .$$

Spin-conserving collisions are isotropic with rate $1/\tau_s$. Flips from $\hat n$ to $\hat n'$ have a rate $W(\hat n\cdot\hat n')$, the same for both flip directions. For charge $-e$, the steady Boltzmann equation is

$$-eEv_Fn_x=\frac{g_s-\langle g_s\rangle}{\tau_s}+\left\langle W(\hat n\cdot\hat n')\,[g_s(\hat n)-g_{\bar s}(\hat n')]\right\rangle_{\hat n'} .$$

Here $\bar s$ is the opposite spin and the brackets average over directions. Two averages matter:

$$W_0=\langle W\rangle,\qquad W_1=\langle W\cos\theta\rangle,$$

with $\theta$ the angle between $\hat n$ and $\hat n'$. By rotational symmetry, $\langle W\hat n'\rangle$ can point only along $\hat n$, and its component there is $W_1$. Hence $\langle Wn'_x\rangle=W_1n_x$. Also $\langle g_s\rangle=0$, since $n_x$ averages to zero. Dividing by $v_Fn_x$ leaves

$$-eE=m_e\left[\left(\frac1{\tau_s}+W_0\right)u_s-W_1u_{\bar s}\right].$$

The current is $j_s=-eNu_s$, so $u_s=-j_s/(eN)$. Substitution, followed by division by $-e$, gives

$$E=c\left(\frac1{\tau_s}+W_0\right)j_s-cW_1j_{\bar s},\qquad c=\frac{m_e}{Ne^2}.$$

Now add and subtract $cW_1j_s$:

$$E=\underbrace{c\left(\frac1{\tau_s}+W_0-W_1\right)}_{r_s}j_s+\underbrace{cW_1}_{m}\,(j_s-j_{\bar s}).$$

Thus $m$ measures momentum that survives the flip and arrives in the other channel. An isotropic flip has $W_1=0$: the electron changes spin but forgets its direction. Such a flip adds to both $r_s$ and contributes nothing to $m$. Forward-weighted flips give $m>0$. Flips that mostly reverse the motion would give $W_1<0$; I exclude them and take $m\ge0$ and $r_s>0$.

**Q.** Then write the two equations without the microscopic clutter. I also want to see that the signs make sense.

**A.** They are

$$E=r_\uparrow j_\uparrow+m(j_\uparrow-j_\downarrow),$$

$$E=r_\downarrow j_\downarrow+m(j_\downarrow-j_\uparrow).$$

If the up current is larger, the first mixing term is positive: part of the field must overcome the drag from the slower down electrons. In the second equation the term is negative, because the down electrons are being helped. Adding the equations cancels $m$:

$$2E=r_\uparrow j_\uparrow+r_\downarrow j_\downarrow .$$

Mixing therefore takes no momentum out of the electron system as a whole.

**Q.** If it removes no total momentum, it should leave the total resistivity alone.

**A.** That would follow if the division of current stayed fixed, but mixing changes the division. Solve the equations. Collecting terms,

$$(r_\uparrow+m)j_\uparrow-mj_\downarrow=E,\qquad -mj_\uparrow+(r_\downarrow+m)j_\downarrow=E.$$

To eliminate $j_\downarrow$, multiply the first equation by $r_\downarrow+m$, the second by $m$, and add:

$$[(r_\uparrow+m)(r_\downarrow+m)-m^2]j_\uparrow=(r_\downarrow+2m)E.$$

The $m^2$ terms cancel in the bracket, leaving

$$D=r_\uparrow r_\downarrow+m(r_\uparrow+r_\downarrow).$$

Exchanging the spin labels gives the other current, so

$$j_\uparrow=\frac{r_\downarrow+2m}{D}E,\qquad j_\downarrow=\frac{r_\uparrow+2m}{D}E.$$

The total current density is

$$J=j_\uparrow+j_\downarrow=\frac{r_\uparrow+r_\downarrow+4m}{D}E.$$

The total resistivity is $\rho=E/J$, and therefore

$$\boxed{\rho=\frac{r_\uparrow r_\downarrow+m(r_\uparrow+r_\downarrow)}{r_\uparrow+r_\downarrow+4m}}.$$

The 4 comes from two contributions of $2m$, one in each current. It belongs to this definition of $m$; a coefficient defined as $2m$ would appear with a different factor.

**Q.** Does it return my parallel wires when mixing is weak?

**A.** Yes. Define $S=r_\uparrow+r_\downarrow$, $P=r_\uparrow r_\downarrow$ and $\Delta=r_\downarrow-r_\uparrow$. At $m=0$,

$$\rho_0=\frac PS=\frac{r_\uparrow r_\downarrow}{r_\uparrow+r_\downarrow},\qquad\text{or}\qquad \frac1{\rho_0}=\frac1{r_\uparrow}+\frac1{r_\downarrow}.$$

For the correction, subtract this from the full result:

$$\rho-\rho_0=\frac{S(P+mS)-P(S+4m)}{S(S+4m)}=\frac{m(S^2-4P)}{S(S+4m)}=\frac{m\Delta^2}{S(S+4m)}.$$

The last step uses $S^2-4P=(r_\uparrow-r_\downarrow)^2=\Delta^2$. For small $m$ the correction is $m\Delta^2/S^2$.

**Q.** So "weak" just means that $m$ is small compared with $S$?

**A.** That justifies expanding the denominator, but it does not make the correction small relative to $\rho_0$. The relative correction is approximately $m\Delta^2/(SP)$. When $r_\uparrow\ll r_\downarrow$, this becomes $m/r_\uparrow$, so $m$ must be small compared with the smaller channel resistivity.

The extreme case makes this plain. Let $r_\uparrow\to0$ at fixed $m>0$. Then

$$\rho\to\frac{mr_\downarrow}{r_\downarrow+4m}.$$

Independent channels would give zero, because one wire would be a perfect short circuit. Mixing removes the short circuit by dragging the up electrons against the resistive down electrons. For $m\ll r_\downarrow/4$, the resistivity is then close to $m$ itself.

**Q.** And at strong mixing? If every electron alternates between channels, I would add the two resistances in series and get $r_\uparrow+r_\downarrow$.

**A.** Strong mixing equalizes the currents; it does not send the whole current through each channel in turn. With $j_\uparrow=j_\downarrow=J/2$, the summed balance $2E=r_\uparrow j_\uparrow+r_\downarrow j_\downarrow$ becomes $2E=SJ/2$. Hence

$$\rho_\infty=\frac{r_\uparrow+r_\downarrow}{4}.$$

One factor of two comes from averaging the channel resistivities. The other comes from having two channels to carry the current. This limit is taken at fixed $r_\uparrow$ and $r_\downarrow$, so $W_0-W_1$ must stay fixed while $W_1$ grows. Stronger flips of unchanged angular shape also raise both $r_s$ whenever $W_1<W_0$, and then $\rho$ keeps growing along with $S/4$. For flips that preserve direction, $W_0=W_1$, the $r_s$ stay unchanged and $\rho$ saturates. To see how the limit is approached, calculate

$$\rho_\infty-\rho=\frac{S(S+4m)-4(P+mS)}{4(S+4m)}=\frac{\Delta^2}{4(S+4m)}.$$

For $4m\gg S$, the gap is approximately $\Delta^2/(16m)$.

At $m=0$ the gap is $\Delta^2/(4S)$. At $m=S/4$ the denominator has doubled and the gap has halved. This value of $m$ is therefore a natural crossover, halfway in resistivity between the two limits.

**Q.** You say that mixing equalizes the currents. How quickly does the spin polarization of the current disappear?

**A.** Subtract the two solved currents and divide by their sum:

$$p=\frac{j_\uparrow-j_\downarrow}{J}=\frac{(r_\downarrow+2m)-(r_\uparrow+2m)}{S+4m}=\frac{\Delta}{S+4m}.$$

The same crossover, $m=S/4$, halves $p$ from its unmixed value $\Delta/S$. Now write the resistivity as $\rho=S/4-\Delta^2/[4(S+4m)]$ and differentiate with $r_\uparrow$ and $r_\downarrow$ fixed:

$$\frac{d\rho}{dm}=\frac{\Delta^2}{(S+4m)^2}=p^2 .$$

So at fixed $r_\uparrow$ and $r_\downarrow$, a larger $m$ cannot lower the resistivity. It raises it when the channels differ and leaves it unchanged when $r_\uparrow=r_\downarrow$, since equal currents exert no drag on each other. The condition matters, because $r_s$ contains $W_0-W_1$. If instead $1/\tau_s$ and $W_0$ are fixed and the flips are made more forward, $m$ grows, both $r_s$ fall by the same amount, and $\rho$ falls. With $c/\tau_\uparrow=5$, $c/\tau_\downarrow=65$ and $cW_0=20\ \mu\Omega\,$cm, $\rho$ is 19.3 at $m=0$ and 15.6 at $m=10$.

**Q.** At fixed current, a higher resistivity means more heat. Where is that heat produced, if mixing conserves the total momentum?

**A.** Conserving momentum does not conserve the ordered kinetic energy of two streams moving past each other. Multiply the first balance by $j_\uparrow$, the second by $j_\downarrow$, and add:

$$EJ=r_\uparrow j_\uparrow^2+r_\downarrow j_\downarrow^2+m(j_\uparrow-j_\downarrow)^2 .$$

The last term is the heat of mutual friction. The same expression explains how the current divides. At fixed $J$, put $j_\uparrow=(1+p)J/2$ and $j_\downarrow=(1-p)J/2$. The heat per unit volume and time is

$$Q=\frac{J^2}{4}\left[r_\uparrow(1+p)^2+r_\downarrow(1-p)^2+4mp^2\right].$$

Setting its derivative with respect to $p$ to zero gives

$$r_\uparrow(1+p)-r_\downarrow(1-p)+4mp=0,$$

or $p=\Delta/(S+4m)$, the solution already found. The second derivative is $J^2(S+4m)/2>0$, so this is a minimum. The current favours the easier channel, but a large imbalance costs friction.

**Q.** Put numbers in. I want to know whether this matters in an actual alloy.

**A.** Take rough values in the regime of permalloy, a nickel-iron alloy, near room temperature: $r_\uparrow=15$, $r_\downarrow=75$ and $m=10$, all in $\mu\Omega\,$cm. Then

$$D=15\times75+10\times90=2025\ (\mu\Omega\,\text{cm})^2,$$

$$S+4m=90+40=130\ \mu\Omega\,\text{cm},$$

$$\rho=\frac{2025}{130}=15.6\ \mu\Omega\,\text{cm}=1.56\times10^{-7}\ \Omega\,\text{m}.$$

Independent channels would give $1125/90=12.5\ \mu\Omega\,$cm, so mixing raises the resistivity by 25% relative to that value. The strong-mixing limit is $90/4=22.5\ \mu\Omega\,$cm. The crossover value of $m$ is the same number, since both equal $S/4$. The chosen $m$ is below it.

The up channel carries a fraction $(75+20)/130=0.73$ of the current, and the down channel carries 0.27. The polarization is $60/130=0.46$, compared with $60/90=0.67$ without mixing. Divided by $J^2$, the heat is 8.0 in the up channel, 5.4 in the down channel and 2.1 from mutual friction, in $\mu\Omega\,$cm. Before rounding, these add to the total of 15.6. This split follows the definitions of $r_s$ and $m$, and it matches the types of collision only when $W_0=W_1$. With $c/\tau_\uparrow=5$, $c/\tau_\downarrow=65$, $cW_0=20$ and $cW_1=10$, the $r_s$, $m$ and $\rho$ are the same, but flips account for 8.2 and spin-conserving collisions for 2.7 and 4.7.

**Q.** Friction supplies only 2.1, but the resistivity rose by 3.1. Something is missing.

**A.** The rest comes from redistribution. Without mixing, the current division minimizes the heat in the two channels alone, giving 12.5. With mixing, the division shifts towards the resistive channel, and the channel heat rises to $8.0+5.4=13.4$. That is about 0.9 more. Adding the friction of 2.1 accounts for the increase of 3.1 within rounding.

**Q.** What has this to do with giant magnetoresistance?

**A.** Consider a stack of identical magnetic layers with the current in the plane. Assume transparent interfaces, ignore the nonmagnetic spacers, and make the layers much thinner than the mean free paths. If all magnetizations are parallel, each spin sees the same resistivity in every layer, and the stack has the value $\rho$ above.

If neighbouring layers are antiparallel, an electron of fixed spin meets the low scattering rate in one layer and the high rate in the next. It samples many layers between collisions, so each spin has the average channel resistivity $S/2$. The two currents are equal, the mixing term vanishes, and the two equal channels in parallel give

$$\rho_{AP}=\frac12\,\frac S2=\frac S4$$

for any $m$. The magnetoresistance relative to the parallel state is

$$\frac{\rho_{AP}-\rho}{\rho}=\frac{S(S+4m)-4D}{4D}=\frac{S^2-4P}{4D}=\frac{\Delta^2}{4D}.$$

With the example's values it is $3600/8100=44\%$. With $m=0$ and the channel resistivities held fixed, it would be $3600/4500=80\%$. At fixed $r_\uparrow$ and $r_\downarrow$, mixing reduces the effect by raising the resistance of the parallel state, while the antiparallel state stays where it was. That last statement belongs to the thin-layer limit: in the finite-thickness calculation below, 2 nm layers give $\rho_{AP}=18.7\ \mu\Omega\,$cm at $m=0$ and 19.3 at $m=10$. The condition on $r_s$ matters here too. If $1/\tau_s$ and $W_0$ are fixed instead, $\Delta$ is unchanged and $D=(r_\uparrow+m)(r_\downarrow+m)-m^2$ falls as $m$ grows. With $c/\tau_\uparrow=5$, $c/\tau_\downarrow=65$ and $cW_0=20\ \mu\Omega\,$cm, the thin-layer value rises from 42% at $m=0$ to 44% at $m=10$. This rise is again a thin-layer result: for 2 nm layers, isotropic flips ($m=0$) give 25%, and flips that are half isotropic and half direction-preserving ($m=10$) give 24%.

**Q.** "Much thinner than the mean free paths" sounds like a generous condition. How long are those paths?

**A.** The total rate at which an electron leaves its state is $1/\tau_s+W_0=(r_s+m)/c$. Its mean free path is therefore

$$\lambda_s=\frac{cv_F}{r_s+m},\qquad cv_F=\frac{\hbar k_F}{Ne^2},\qquad k_F=(6\pi^2N)^{1/3}.$$

For a rough free-electron density $N=4.5\times10^{28}\ \text{m}^{-3}$ per spin, $cv_F=127\ \mu\Omega\,\text{cm}\,\text{nm}$. Thus $\lambda_\uparrow=127/25=5.1$ nm and $\lambda_\downarrow=127/85=1.5$ nm. A layer 2 nm thick is not thin for the down electrons.

**Q.** Then the 44% is doubtful. Can you repair it?

**A.** For this idealized stack, yes, by keeping the position $z$ across the layers in the Boltzmann equation. I take flips that preserve direction, so $W_0=W_1$. Let $\mu=n_z$ and write $g_s=-eEv_Fn_x\,c\,h_s(z,\mu)$. The equation becomes

$$cv_F\mu\frac{\partial h_s}{\partial z}+r_s(z)h_s+m(h_s-h_{\bar s})=1.$$

The average $\langle g_s\rangle$ still vanishes, because $n_x$ averages to zero around the $z$ axis. Transparent interfaces make $h_s$ continuous, and in the antiparallel state $r_\uparrow$ and $r_\downarrow$ exchange places from one layer to the next. The current is the layer average of

$$\frac{j_s}{E}=\frac32\int_0^1(1-\mu^2)h_s\,d\mu,$$

where directions with negative $\mu$ give the same layer average by reflection. Within a layer the coefficients are constant, so I solved the pair of equations with a matrix exponential and did the integral over $\mu$ by Gaussian quadrature. With all other parameters fixed, the results are:

| Layer thickness (nm) | $\rho_{AP}$ ($\mu\Omega\,$cm) | Magnetoresistance |
|---:|---:|---:|
| 0.5 | 21.4 | 37% |
| 1 | 20.5 | 32% |
| 2 | 19.3 | 24% |
| 4 | 17.9 | 15% |

At 2 nm the effect is little more than half the thin-layer value. Thicker layers let electrons respond to the local scattering rate, so each layer regains its own easy channel, and $\rho_{AP}$ falls towards $\rho$. Even a 0.5 nm layer misses the limit noticeably. An electron moving at a glancing angle travels $t/|\mu|$ to cross a layer of thickness $t$, so for small enough $|\mu|$ that path exceeds its mean free path. Reaching 40% would take layers of about 0.3 nm, one or two atomic planes and less than the Fermi wavelength $2\pi/k_F=0.45$ nm, where a Boltzmann description with a local scattering rate is not reliable. The 44% is a formal limit, and the 0.5 nm row is already at the edge of the method.

**Q.** You also assumed equal densities for the two spins. In a ferromagnet, that is the first thing I would doubt.

**A.** Rightly. Take the mutual friction to be the part of the momentum exchange that conserves the electrons' total momentum, and count any momentum that flips give to or take from the lattice in $r_\uparrow$ and $r_\downarrow$. I take this friction to be proportional to the difference of the drift velocities. It vanishes when they are equal, and with unequal densities that is different from equal currents. Let the densities be $n_\uparrow$ and $n_\downarrow$, with $x=n_\uparrow/n_\downarrow$, and let the friction force per volume on the up electrons be $-\Gamma(u_\uparrow-u_\downarrow)$. Since $u_s=-j_s/(en_s)$, dividing the force balance by $en_\uparrow$ gives

$$E=r_\uparrow j_\uparrow+\frac{\Gamma}{e^2n_\uparrow}\left(\frac{j_\uparrow}{n_\uparrow}-\frac{j_\downarrow}{n_\downarrow}\right).$$

Define $m=\Gamma/(e^2n_\uparrow n_\downarrow)$. The up balance, and the down balance obtained in the same way, are

$$E=\left(r_\uparrow+\frac mx\right)j_\uparrow-mj_\downarrow,\qquad E=(r_\downarrow+mx)j_\downarrow-mj_\uparrow.$$

The same elimination as before yields

$$\rho=\frac{r_\uparrow r_\downarrow+m(xr_\uparrow+r_\downarrow/x)}{r_\uparrow+r_\downarrow+m(2+x+1/x)}.$$

At $x=1$ this is the earlier result. For $x=1.2$, with $r_\uparrow$, $r_\downarrow$ and $m$ held fixed, it gives $14.8\ \mu\Omega\,$cm, which is 5% below the equal-density value; for $x=1/1.2$ it gives $16.5\ \mu\Omega\,$cm, 6% above. The form of the result has not changed, though. The two balances are the earlier ones with $r_\uparrow$ replaced by $r_\uparrow+m(1/x-1)$ and $r_\downarrow$ by $r_\downarrow+m(x-1)$, so the boxed formula still holds with these redefined channel resistivities. They depend on $m$ and can turn negative, so the earlier limits do not carry over: at fixed $r_\uparrow$ and $r_\downarrow$, strong mixing gives $\rho\to(xr_\uparrow+r_\downarrow/x)/(2+x+1/x)$ and $p\to(x-1)/(x+1)$, which for $x=1.2$ are $20.0\ \mu\Omega\,$cm and 0.09 rather than 22.5 and 0. The quoted shifts depend on which definition of $r_s$ is held fixed. For example, take free-electron spheres of unequal radii $k_s$, elastic direction-preserving flips at a rate proportional to the final density of states, and $r_s$ from spin-conserving collisions alone. The flips then stop acting when $k_\uparrow u_\uparrow=k_\downarrow u_\downarrow$, and $x$ is replaced by $x^{2/3}$. For $x=1.2$ this gives $15.0\ \mu\Omega\,$cm at $m=10$, and $20.8\ \mu\Omega\,$cm and $p=0.06$ at strong mixing.

**Q.** So how far should I trust the example as a description of permalloy?

**A.** As an estimate of the size of $\rho$, and no more. A bulk resistivity of roughly 15 to 20 $\mu\Omega\,$cm is typical of permalloy at room temperature, and the inputs were chosen to lie in that regime, so the agreement is no prediction. The mixing resistivity depends on temperature, because thermal spin waves can flip electron spins. Changing $m$ to 5 or 15 $\mu\Omega\,$cm, with the channel resistivities fixed, gives $\rho=14.3$ or $16.5\ \mu\Omega\,$cm, a shift of 8% down or 6% up. The magnetoresistance is far more sensitive. At 2 nm, dropping the thin-layer assumption lowers it from 44% to 24%, and the same two values of $m$ turn the 24% into 33% or 18%. Nor does $\rho$ fix the split between the channels: at $m=10$, the pairs $(r_\uparrow,r_\downarrow)=(22.2,45)$ and $(11.3,120)\ \mu\Omega\,$cm both give $\rho=15.6\ \mu\Omega\,$cm, but 5% and 49% at 2 nm. Real stacks also have nonmagnetic spacers that carry current, and interfaces and outer surfaces that scatter. Those effects are not included, so even the 24% belongs to the idealized stack and is not a forecast for a sensor. A spacer also changes the trend of the table: with 2 nm spacers of $10\ \mu\Omega\,$cm per spin and no flips in them, the same equation gives 7%, 9%, 9% and 6% for magnetic layers of 0.5, 1, 2 and 4 nm, a maximum instead of a steady rise towards thin layers. Interfaces can move the result either way. Let each interface in this stack multiply $h_s$ by a transmission $T$, the rest being scattered diffusely. With $T=0$ for both spins the layers are decoupled and the magnetoresistance vanishes. With $T=1$ for one spin direction relative to the magnetization of the adjacent magnetic layer and $T=0.5$ for the other, 2 nm layers give 4% even when $r_\uparrow=r_\downarrow=31.2$ and $m=10\ \mu\Omega\,$cm, so the bulk asymmetry $\Delta$ is not the only source of magnetoresistance in a real stack. The 24% also depends on the guessed free-electron density, which stands in for the real band structure: $N=2.7\times10^{28}$ or $8.9\times10^{28}\ \text{m}^{-3}$ per spin would give 28% or 18% at 2 nm.

**Q.** Suppose I measure one value of $\rho$. Can I extract $m$ from it?

**A.** Only if $r_\uparrow$ and $r_\downarrow$ are known separately and differ. Then multiply out the equal-density result, $\rho(S+4m)=P+mS$, and collect the terms in $m$:

$$m=\frac{\rho S-P}{S-4\rho}.$$

A finite, nonnegative $m$ requires $P/S\le\rho<S/4$. Since $dm/d\rho=1/p^2$, errors are amplified. The absolute error in $m$ grows most near the upper end, where the denominator is small. The relative error is amplified by $\rho/(mp^2)$, which is large at both ends: with the example's $r_s$ it is 32 at $m=1$, 7 at $m=10$ and 14 at $m=100\ \mu\Omega\,$cm. The amplification is already large in the example: a change of 3% in $\rho$ turns $m=10$ into 7.9 or 12.4, and a change of 10% in $r_\uparrow$ turns it into 14.0 or 6.4 $\mu\Omega\,$cm. The model also omits the dependence of $\rho$ on the angle between current and magnetization, which in permalloy is a few per cent. If the densities and the two channel resistivities are equal, the interval closes: $\rho$ is $r_\uparrow/2$ whatever the mixing, and the measurement says nothing about it. In the unequal-density formula above, the corresponding case is $r_\downarrow=xr_\uparrow$.
